# The Gorter–Nordheim rule and a solute's characteristic thermopower: test program

```python
"""Gorter-Nordheim rule for diffusion thermopower.

Result under test: if resistivities add at every energy near E_F, then
    S = sum(rho_j*S_j)/sum(rho_j),  S_j = (pi^2 k^2 T/3e) dln(rho_j)/dE,
and S against 1/rho has intercept S_solute and slope rho_host*(S_host-S_solute).
rho: resistivity (uOhm cm); S: thermopower (uV/K); energies in eV; T in K;
c: solute content (at.%); p_j: exponent in rho_j(E) = rho_j*(E/E_F)**p_j.
The data come from full Fermi-window integrals, not from the rule.
"""
import numpy as np
from scipy.constants import k, e

K_EV = k / e
K_UV = 1e6 * k / e
T, T_USE, E_F = 300.0, 373.0, 7.0
RHO_HOST, RHO_PER_AT = 1.7, 1.0
P_HOST, P_SOLUTE, P_BOUNDARY = 1.7, -1.5, -1.0
contents = np.array([0.0, 0.25, 0.5, 1.0, 2.0, 3.0])

x = np.linspace(-40, 40, 8001)
window = 0.25 / np.cosh(x / 2)**2
window /= window.sum()


def transport(rho_of_energy, temp=T):
    """Resistivity and thermopower from the Fermi-window integrals."""
    sigma = 1 / rho_of_energy(E_F + K_EV * temp * x)
    mean_sigma = window @ sigma
    return 1 / mean_sigma, -K_UV * (window @ (x * sigma)) / mean_sigma


def alloy(c, boundary=0.0):
    return lambda en: (RHO_HOST * (en / E_F)**P_HOST
                       + RHO_PER_AT * c * (en / E_F)**P_SOLUTE
                       + boundary * (en / E_F)**P_BOUNDARY)


def line_fit(rho, s):
    slope, intercept = np.polyfit(1 / rho, s, 1)
    residual = np.max(np.abs(s - intercept - slope / rho))
    return intercept, slope, residual


def mott_unit(temp):
    return np.pi**2 / 3 * K_UV * K_EV * temp / E_F


unit = mott_unit(T)
s_host, s_solute, s_boundary = unit * np.array([P_HOST, P_SOLUTE, P_BOUNDARY])
rho_solute = RHO_PER_AT * contents
rho_sum = RHO_HOST + rho_solute
s_rule = (RHO_HOST * s_host + rho_solute * s_solute) / rho_sum
rho_data, s_data = np.array([transport(alloy(c)) for c in contents]).T
assert np.max(np.abs(s_data - s_rule)) < 2e-3

# The leading error of the Mott formula must grow as the cube of temperature.
rule_1at = (RHO_HOST * P_HOST + RHO_PER_AT * P_SOLUTE) / (RHO_HOST + RHO_PER_AT)
errors = [transport(alloy(1.0), t)[1] - mott_unit(t) * rule_1at
          for t in (T / 2, T)]
error_ratio = errors[1] / errors[0]
assert abs(error_ratio / 8 - 1) < 0.03

intercept, slope, residual = line_fit(rho_data, s_data)
slope_rule = RHO_HOST * (s_host - s_solute)
assert abs(intercept - s_solute) < 5e-3
assert abs(slope - slope_rule) < 0.02

# Composition of zero thermopower, checked with the full integral.
c_zero = -RHO_HOST * s_host / (RHO_PER_AT * s_solute)
s_at_zero = transport(alloy(c_zero))[1]
assert abs(s_at_zero) < 2e-3

# Pure solute scattering at the temperature of use.
s_use = transport(lambda en: (en / E_F)**P_SOLUTE, T_USE)[1]
assert abs(s_use - mott_unit(T_USE) * P_SOLUTE) < 2e-3

# Random error of the extrapolated intercept, formula against simulation.
NOISE = 0.05
inv = 1 / rho_data
se_formula = NOISE * np.sqrt(1 / len(inv) + inv.mean()**2
                             / np.sum((inv - inv.mean())**2))
rng = np.random.default_rng(7)
noisy = s_data[:, None] + NOISE * rng.standard_normal((len(inv), 20000))
se_simulated = np.polyfit(inv, noisy, 1)[1].std()
assert abs(se_simulated / se_formula - 1) < 0.03

# Grain boundaries: fixed, then growing in proportion to solute content.
B_FIXED, B_GROWTH = 0.8, 0.3
fixed = np.array([transport(alloy(c, B_FIXED)) for c in contents]).T
growing = np.array([transport(alloy(c, B_FIXED + B_GROWTH * c))
                    for c in contents]).T
fit_fixed, fit_growing = line_fit(*fixed), line_fit(*growing)
slope_fixed_rule = slope_rule + B_FIXED * (s_boundary - s_solute)
mixed_intercept = ((RHO_PER_AT * s_solute + B_GROWTH * s_boundary)
                   / (RHO_PER_AT + B_GROWTH))
assert abs(fit_fixed[0] - s_solute) < 5e-3
assert abs(fit_fixed[1] - slope_fixed_rule) < 0.03
assert abs(fit_growing[0] - mixed_intercept) < 5e-3
assert fit_growing[2] < 2e-3

# Interference that is zero at E_F but has an energy slope.
KAPPA = 0.2
r_i = RHO_PER_AT
r_tot = RHO_HOST + r_i
cross = KAPPA * RHO_HOST * r_i / r_tot
s_cross = transport(lambda en: alloy(1.0)(en) + cross * (en - E_F) / E_F)[1]
cross_shift = s_cross - transport(alloy(1.0))[1]
cross_rule = unit * cross / r_tot
assert abs(cross_shift - cross_rule) < 2e-3

# Two groups of states conduct in parallel with different relaxation.
share = np.array([0.8, 0.2])
host_mobility = np.array([1.1, 0.6])
solute_mobility = np.array([0.9, 1.4])
assert abs(share @ host_mobility - 1) < 1e-12
assert abs(share @ solute_mobility - 1) < 1e-12


def two_groups(c):
    def rho(en):
        host = RHO_HOST * (en / E_F)**P_HOST
        solute = RHO_PER_AT * c * (en / E_F)**P_SOLUTE
        return 1 / sum(w / (host / h + solute / s) for w, h, s
                       in zip(share, host_mobility, solute_mobility))
    return rho


rho_groups, s_groups = np.array([transport(two_groups(c)) for c in contents]).T
excess = np.array([two_groups(c)(E_F) for c in contents]) - rho_sum
assert np.all(excess[1:] > 0)
fit_groups = line_fit(rho_groups, s_groups)

# Model Boltzmann equation: the host also relaxes energy, not charge current.
LORENZ_RATIO = 0.9
xi = np.linspace(-30, 30, 601)
wi = 0.25 / np.cosh(xi / 2)**2
wi /= wi.sum()
t_red = K_EV * T / E_F
gamma = RHO_HOST * (1 / LORENZ_RATIO - 1)


def inelastic(c):
    # The host energy slope is raised so that the host thermopower is unchanged.
    rate = (RHO_HOST * (1 + P_HOST * t_red * xi / LORENZ_RATIO)
            + RHO_PER_AT * c * (1 + P_SOLUTE * t_red * xi))
    collision = np.diag(rate + gamma) - gamma * np.outer(np.ones_like(xi), wi)
    drives = np.column_stack([np.ones_like(xi), xi])
    field, heat = np.linalg.solve(collision, drives).T
    charge = wi @ field
    lorenz = (wi @ (xi * heat)) / charge / (np.pi**2 / 3)
    return 1 / charge, -K_UV * (wi @ (xi * field)) / charge, lorenz


rho_inel, s_inel, lorenz_inel = np.array([inelastic(c) for c in contents]).T
w_host = RHO_HOST / LORENZ_RATIO
s_kohler = (w_host * s_host + rho_solute * s_solute) / (w_host + rho_solute)
assert abs(lorenz_inel[0] - LORENZ_RATIO) < 3e-3
assert np.max(np.abs(s_inel - s_kohler)) < 5e-3
assert np.max(np.abs(s_inel - s_rule)) > 0.03
fit_inel = line_fit(rho_inel, s_inel)

# Phonon drag added to diffusion: constant, or quenched by solute.
DRAG, C_HALF = 0.3, 2.0
fit_drag = line_fit(rho_data, s_data + DRAG)
fit_quenched = line_fit(rho_data, s_data + DRAG / (1 + contents / C_HALF))

# Rigid-band estimate of the Fermi-energy rise at the highest content.
EXTRA_ELECTRONS = 2
ef_rise = (1 + EXTRA_ELECTRONS * contents[-1] / 100)**(2 / 3) - 1

# Solute resistivity with a step of given width centred on E_F.
STEP = -0.05


def step_solute(width):
    full = transport(lambda en: 1 + STEP * np.tanh((en - E_F) / width))[1]
    return full, unit * E_F * STEP / width


sharp_full, sharp_mott = step_solute(0.05)
broad_full, broad_mott = step_solute(0.5)
assert abs(broad_full / broad_mott - 1) < 0.02
assert sharp_full / sharp_mott < 0.9

print(f"Inputs: T = {T:.0f} K, E_F = {E_F:.1f} eV, kT = {K_EV*T:.5f} eV")
print(f"Host resistivity = {RHO_HOST:.2f} uOhm cm")
print(f"Solute resistivity = {RHO_PER_AT:.2f} uOhm cm per at.%")
print(f"Exponents: host {P_HOST}, solute {P_SOLUTE}, boundary {P_BOUNDARY}")
print(f"Mott unit pi^2 k^2 T/(3 e E_F) = {unit:.4f} uV/K")
print(f"Mott S: host {s_host:.4f}, solute {s_solute:.4f} uV/K")
print("c (at.%) | rho (uOhm cm) | 1/rho (1/(uOhm cm)) | S full, S rule (uV/K)")
for c, r, s, g in zip(contents, rho_data, s_data, s_rule):
    print(f"{c:5.2f} | {r:.4f} | {1/r:.4f} | {s:.4f}, {g:.4f}")
print(f"Largest |full - rule| = {np.max(np.abs(s_data-s_rule)):.5f} uV/K")
print(f"Mott error ratio, {T:.0f} K to {T/2:.0f} K = {error_ratio:.3f}")
print(f"Fitted intercept = {intercept:.4f} uV/K")
print(f"Slope: fit {slope:.4f}, rule {slope_rule:.4f} (uV/K) uOhm cm")
print(f"Largest fit residual = {residual:.5f} uV/K")
print(f"Zero of S by rule: c = {c_zero:.3f} at.%; full S there {s_at_zero:.5f} uV/K")
print(f"Solute S at {T_USE:.0f} K, full integral = {s_use:.4f} uV/K")
print(f"Noise in each S = {NOISE:.3f} uV/K")
print(f"Intercept error: formula {se_formula:.4f}, simulated {se_simulated:.4f} uV/K")
print(f"Boundary: fixed {B_FIXED} uOhm cm, growth {B_GROWTH} uOhm cm per at.%")
print(f"Boundary characteristic S = {s_boundary:.4f} uV/K")
print(f"Fixed boundary: intercept {fit_fixed[0]:.4f} uV/K")
print(f"Fixed boundary slope: fit {fit_fixed[1]:.4f}, "
      f"rule {slope_fixed_rule:.4f} (uV/K) uOhm cm")
print(f"Growing boundary intercept: fit {fit_growing[0]:.4f}, "
      f"rule {mixed_intercept:.4f} uV/K")
print(f"Growing boundary: largest residual {fit_growing[2]:.5f} uV/K")
print(f"Interference kappa = {KAPPA}, at 1 at.%: shift {cross_shift:.4f}, "
      f"rule {cross_rule:.4f} uV/K")
print(f"Two groups: shares {share}, host mobility {host_mobility}, "
      f"solute mobility {solute_mobility}")
print(f"Two groups: largest excess resistivity = {excess.max():.4f} uOhm cm")
print(f"Two groups: intercept {fit_groups[0]:.4f}, "
      f"shift {fit_groups[0]-s_solute:.4f} uV/K")
print(f"Two groups: largest fit residual = {fit_groups[2]:.4f} uV/K")
print(f"Inelastic host: Lorenz ratio input {LORENZ_RATIO:.2f}, "
      f"solved {lorenz_inel[0]:.4f}")
print(f"Inelastic, 1 at.%: solved S {s_inel[3]:.4f}, Kohler {s_kohler[3]:.4f} uV/K")
print(f"Inelastic: intercept {fit_inel[0]:.4f}, "
      f"shift {fit_inel[0]-s_solute:.4f} uV/K")
print(f"Inelastic: largest fit residual = {fit_inel[2]:.4f} uV/K")
print(f"Assumed host drag = {DRAG:.2f} uV/K, halved at {C_HALF:.1f} at.% if quenched")
print(f"Intercept with constant drag = {fit_drag[0]:.4f} uV/K")
print(f"Intercept with quenched drag = {fit_quenched[0]:.4f} uV/K")
print(f"Rigid band, {EXTRA_ELECTRONS} extra electrons per solute, "
      f"{contents[-1]:.0f} at.%: E_F rise {100*ef_rise:.2f} %")
print(f"Step amplitude in solute resistivity = {STEP:.2f} (fraction)")
print(f"Step width 0.05 eV: S full {sharp_full:.4f}, Mott {sharp_mott:.4f} uV/K")
print(f"Step width 0.50 eV: S full {broad_full:.4f}, Mott {broad_mott:.4f} uV/K")
print("done: every assertion held")
```

Output:

```
Inputs: T = 300 K, E_F = 7.0 eV, kT = 0.02585 eV
Host resistivity = 1.70 uOhm cm
Solute resistivity = 1.00 uOhm cm per at.%
Exponents: host 1.7, solute -1.5, boundary -1.0
Mott unit pi^2 k^2 T/(3 e E_F) = 1.0470 uV/K
Mott S: host 1.7799, solute -1.5705 uV/K
c (at.%) | rho (uOhm cm) | 1/rho (1/(uOhm cm)) | S full, S rule (uV/K)
 0.00 | 1.6998 | 0.5883 | 1.7803, 1.7799
 0.25 | 1.9499 | 0.5128 | 1.3503, 1.3504
 0.50 | 2.2000 | 0.4545 | 1.0182, 1.0184
 1.00 | 2.7001 | 0.3704 | 0.5387, 0.5390
 2.00 | 3.7002 | 0.2703 | -0.0314, -0.0311
 3.00 | 4.7003 | 0.2128 | -0.3588, -0.3587
Largest |full - rule| = 0.00038 uV/K
Mott error ratio, 300 K to 150 K = 8.000
Fitted intercept = -1.5707 uV/K
Slope: fit 5.6957, rule 5.6957 (uV/K) uOhm cm
Largest fit residual = 0.00017 uV/K
Zero of S by rule: c = 1.927 at.%; full S there -0.00023 uV/K
Solute S at 373 K, full integral = -1.9526 uV/K
Noise in each S = 0.050 uV/K
Intercept error: formula 0.0655, simulated 0.0655 uV/K
Boundary: fixed 0.8 uOhm cm, growth 0.3 uOhm cm per at.%
Boundary characteristic S = -1.0470 uV/K
Fixed boundary: intercept -1.5704 uV/K
Fixed boundary slope: fit 6.1136, rule 6.1145 (uV/K) uOhm cm
Growing boundary intercept: fit -1.4496, rule -1.4497 uV/K
Growing boundary: largest residual 0.00004 uV/K
Interference kappa = 0.2, at 1 at.%: shift 0.0488, rule 0.0488 uV/K
Two groups: shares [0.8 0.2], host mobility [1.1 0.6], solute mobility [0.9 1.4]
Two groups: largest excess resistivity = 0.1980 uOhm cm
Two groups: intercept -1.4741, shift 0.0964 uV/K
Two groups: largest fit residual = 0.0085 uV/K
Inelastic host: Lorenz ratio input 0.90, solved 0.9004
Inelastic, 1 at.%: solved S 0.6202, Kohler 0.6201 uV/K
Inelastic: intercept -1.4264, shift 0.1441 uV/K
Inelastic: largest fit residual = 0.0182 uV/K
Assumed host drag = 0.30 uV/K, halved at 2.0 at.% if quenched
Intercept with constant drag = -1.2707 uV/K
Intercept with quenched drag = -1.5506 uV/K
Rigid band, 2 extra electrons per solute, 3 at.%: E_F rise 3.96 %
Step amplitude in solute resistivity = -0.05 (fraction)
Step width 0.05 eV: S full -4.3739, Mott -7.3290 uV/K
Step width 0.50 eV: S full -0.7242, Mott -0.7329 uV/K
done: every assertion held
```
